# Exponential Lattice Barrier of a Wide Frenkel-Kontorova Kink, part 1

(Sections cited here and not found follow in the second part.)

## 1. Summing an unrelaxed kink over the lattice sites

**Definitions.** A chain of sites with spacing $a$ lies on a periodic registry profile. Site $n$ has slipped by $u_n$, neighbouring sites are joined by springs of stiffness $\kappa$, and the registry energy has period $b$ and height $V_0$:

$$H=\sum_n\left[\frac{\kappa}{2}(u_{n+1}-u_n)^2+\frac{V_0}{2}\left(1-\cos\frac{2\pi u_n}{b}\right)\right].\tag{1}$$

The spacing $a$ is measured along the chain and $b$ along the slip. They may differ, and in a shear wall the two directions are perpendicular. A kink is a configuration in which $u$ rises from $0$ far to the left to $b$ far to the right. The quantity sought is its lattice barrier, the energy needed to move the kink from one stable position to the next.

Let $\phi_n=2\pi u_n/b$. The spring term becomes $\frac12\kappa(b/2\pi)^2(\phi_{n+1}-\phi_n)^2$, which suggests the energy unit $\varepsilon$ and the ratio $h$:

$$\varepsilon=\frac{\kappa b^2}{4\pi^2},\qquad h^2=\frac{V_0}{2\varepsilon}=\frac{2\pi^2V_0}{\kappa b^2}.\tag{2}$$

Dividing (1) by $\varepsilon$ gives

$$\frac{H}{\varepsilon}=\sum_n\left[\tfrac12(\phi_{n+1}-\phi_n)^2+h^2(1-\cos\phi_n)\right].\tag{3}$$

One dimensionless number, $h$, therefore controls the problem. It defines a length

$$w=\frac{a}{h}=\frac{ab}{\pi}\sqrt{\frac{\kappa}{2V_0}}.\tag{4}$$

Stiff springs or a weak registry profile make $w$ large. The regime treated is $w\gg a$, that is, $h\ll1$.

**The continuum kink.** Setting the derivative of (3) with respect to $\phi_n$ to zero gives the equilibrium condition

$$\phi_{n+1}-2\phi_n+\phi_{n-1}=h^2\sin\phi_n.\tag{5}$$

Let $\phi_n=\phi(y)$ with $y=x/w$, so that one site is a step $h$ in $y$. For a slowly varying profile, Taylor expansion turns the left side into $h^2\phi''+h^4\phi''''/12+\dots$, where primes denote derivatives with respect to $y$. The leading terms give $\phi''=\sin\phi$. Multiplication by $\phi'$ and integration, with $\phi'=0$ at $\phi=0$, gives

$$\tfrac12\phi'^2=1-\cos\phi=2\sin^2(\phi/2).\tag{6}$$

The rising solution has $\phi'=2\sin(\phi/2)$. Since $\int d\phi/[2\sin(\phi/2)]=\ln\tan(\phi/4)$, the kink centred at $y=0$ is

$$\phi_0(y)=4\arctan e^{y}.\tag{7}$$

Its half angle obeys $\sin(\phi_0/2)=2e^y/(1+e^{2y})=\operatorname{sech}y$. Hence

$$\phi_0'=2\operatorname{sech}y,\qquad 1-\cos\phi_0=2\operatorname{sech}^2y.\tag{8}$$

This fixes the meaning of $w$ in what follows. The slope at the centre is $d\phi/dx=2/w$, so a straight line with that slope would complete the rise of $2\pi$ over a distance $\pi w$. If that distance were called the width, the numerical factor in the exponent would change accordingly.

In the continuum, the sum in (3) becomes $h^{-1}\int dy$. The two energy densities are equal by (6), and the kink energy is

$$\frac{E_0}{\varepsilon}=\frac1h\int_{-\infty}^{\infty}4h^2\operatorname{sech}^2y\,dy=8h.\tag{9}$$

This energy does not depend on where the kink sits. The barrier comes from the difference between the sum and the integral.

**From the sum to its harmonics.** Place the centre at $x=\xi a$ and keep the shape (7) fixed, so that $\phi_n=\phi_0((n-\xi)h)$. The value $\xi=0$ puts the centre on a site; $\xi=\frac12$ puts it midway along a bond. Each part of the energy has the form

$$S(\xi)=\sum_n g((n-\xi)h),\tag{10}$$

where $g$ is smooth and decays exponentially. A shift of $\xi$ by one relabels the sites, so $S$ has period one and can be written as $S=\sum_m c_me^{2\pi im\xi}$ with

$$c_m=\sum_n\int_0^1g((n-\xi)h)\,e^{-2\pi im\xi}\,d\xi.\tag{11}$$

In the term $n$, substitute $y=(n-\xi)h$. Then $\xi=n-y/h$, and because $mn$ is an integer the phase becomes $e^{2\pi imy/h}$. The successive intervals of $y$ join to cover the whole line:

$$c_m=\frac1h\int_{-\infty}^{\infty}g(y)\,e^{ik_my}\,dy,\qquad k_m=\frac{2\pi m}{h}.\tag{12}$$

This is Poisson's summation formula. The coefficient $c_0$ is the integral that replaces the sum, $h^{-1}\int g\,dy$. The first position-dependent term samples the transform of $g$ at $k_1=2\pi/h$, the wavenumber $2\pi/a$ in ordinary length. A wide kink contains very little of so short a wavelength, which is why the barrier is small.

**The registry energy.** Here $g=2h^2\operatorname{sech}^2y$. Its transform follows from a contour. For $k>0$ let

$$I=\int_{-\infty}^{\infty}\operatorname{sech}^2y\,e^{iky}\,dy,$$

and close a rectangle between the real axis and the line $\operatorname{Im}y=\pi$. The function $\operatorname{sech}^2y$ repeats after $i\pi$, while $e^{iky}$ acquires the factor $e^{-\pi k}$. The distant vertical sides contribute nothing, so the contour integral equals $I(1-e^{-\pi k})$.

The enclosed pole is at $y=i\pi/2$. With $y=i\pi/2+\zeta$, $\cosh y=i\sinh\zeta$, so near the pole $\operatorname{sech}^2y=-1/\zeta^2+O(1)$. The exponential is $e^{-\pi k/2}(1+ik\zeta+\dots)$. The residue is therefore $-ik\,e^{-\pi k/2}$, and

$$I(1-e^{-\pi k})=2\pi k\,e^{-\pi k/2}\quad\Longrightarrow\quad I=\frac{\pi k}{\sinh(\pi k/2)}.\tag{13}$$

For $k\to0$ this tends to 2, as it must. Equation (12) gives $c_0=4h$ and $c_m=4\pi^2m/\sinh(\pi^2m/h)$. Combining the terms $m$ and $-m$ gives

$$S_{\rm reg}(\xi)=4h+\sum_{m\ge1}\frac{8\pi^2m}{\sinh(m\pi^2/h)}\cos2\pi m\xi.\tag{14}$$

For small $h$ the term $m=1$ dominates. Since $1/\sinh z\simeq2e^{-z}$, its amplitude is

$$A_{\rm reg}=16\pi^2e^{-\pi^2/h}.\tag{15}$$

It is positive: the registry energy is highest when a site sits at the centre of the kink, on top of the registry maximum.

**The bond energy.** A bond stores $g=\frac12D^2$ with $D(y)=\phi_0(y+h)-\phi_0(y)$. The difference must be kept as it stands. At the wavenumber $k_1$ the phase changes by $k_1h=2\pi$ across one bond, so replacing a difference by a derivative is not justified there, however wide the kink.

The transform of $\phi_0'$ comes from the same rectangle. Now $\operatorname{sech}(y+i\pi)=-\operatorname{sech}y$, and near the pole $\operatorname{sech}y\simeq-i/\zeta$. Thus $(1+e^{-\pi k})\int\operatorname{sech}y\,e^{iky}dy=2\pi e^{-\pi k/2}$, and

$$\int_{-\infty}^{\infty}\phi_0'(y)\,e^{iky}\,dy=2\pi\operatorname{sech}\frac{\pi k}{2}.\tag{16}$$

Because $D(y)=\int_0^h\phi_0'(y+s)\,ds$, and a shift by $s$ multiplies the transform by $e^{-iks}$,

$$\hat D(k)=2\pi\operatorname{sech}\frac{\pi k}{2}\;\frac{1-e^{-ikh}}{ik}.\tag{17}$$

The transform of a product is a convolution, $\int D^2e^{iky}dy=\frac1{2\pi}\int\hat D(q)\hat D(k-q)\,dq$. Set $k=k_1=2\pi/h$. Then $e^{-i(k-q)h}=e^{iqh}$, and the numerators multiply to

$$(1-e^{-iqh})(1-e^{iqh})=4\sin^2(qh/2).$$

The denominators multiply to $(iq)\,i(k-q)=-q(k-q)$. The cosine amplitude is $2c_1$, and with the factor $\frac12$ in $g$,

$$A_{\rm bond}=-\frac{8\pi}{h}\int_{-\infty}^{\infty}\frac{\sin^2(qh/2)}{q(k-q)}\operatorname{sech}\frac{\pi q}{2}\operatorname{sech}\frac{\pi(k-q)}{2}\,dq.\tag{18}$$

The product of the two hyperbolic secants can be rewritten as

$$\operatorname{sech}\frac{\pi q}2\operatorname{sech}\frac{\pi(k-q)}2=\frac{4e^{-\pi k/2}}{(1+e^{-\pi q})(1+e^{-\pi(k-q)})}.\tag{19}$$

Between $q=0$ and $q=k$ it is nearly the constant $4e^{-\pi k/2}$, apart from end regions of width of order one. Outside this interval it falls off exponentially. Since $k=2\pi/h$ is large, the plateau gives the leading term.

There, use $1/[q(k-q)]=[1/q+1/(k-q)]/k$. The substitution $q\to k-q$ leaves $\sin^2(qh/2)$ unchanged because $kh/2=\pi$, so both fractions contribute equally. With $\sin^2(qh/2)=\frac12(1-\cos qh)$, the integral in (18) becomes

$$\frac{4e^{-\pi k/2}}{k}\int_0^k\frac{1-\cos qh}{q}\,dq=\frac{4e^{-\pi k/2}}{k}\operatorname{Cin}(2\pi),\tag{20}$$

$$\operatorname{Cin}(z)=\int_0^z\frac{1-\cos t}{t}\,dt,\qquad\operatorname{Cin}(2\pi)=2.43765.\tag{21}$$

Inserting $k=2\pi/h$ gives $A_{\rm bond}\simeq-16\operatorname{Cin}(2\pi)e^{-\pi^2/h}$.

The ends of the plateau supply the first correction. Near $q=0$, replace the step by $1/(1+e^{-\pi q})$. The change is $-1/(1+e^{\pi q})$ for $q>0$ and $+1/(1+e^{\pi|q|})$ for $q<0$. In the form with the fraction $1/q$ doubled, $\sin^2(qh/2)/q\simeq qh^2/4$ is odd, so the two sides add. With $\int_0^\infty q\,dq/(e^{\pi q}+1)=1/12$, the integral changes by

$$\frac2k\,4e^{-\pi k/2}\,\frac{h^2}{4}\left(-\frac2{12}\right)=-\frac{h^2}{3k}e^{-\pi k/2}.$$

Near $q=k$ the same form has the even factor $(k-q)^2$, and the odd change of the step cancels at this order. Therefore

$$A_{\rm bond}=-16\left[\operatorname{Cin}(2\pi)-\frac{h^2}{12}+\dots\right]e^{-\pi^2/h}.\tag{22}$$

The sign is negative because bonds lie between sites: the bond energy is largest when the kink centre is in the middle of a bond. If the difference were replaced by the derivative at the left site, the amplitude would be $+16\pi^2e^{-\pi^2/h}$, with the wrong sign. The derivative at the middle of the bond carries the phase $e^{-ik_1h/2}=-1$ and would give $-16\pi^2e^{-\pi^2/h}$, cancelling (15). The exponential survives in either estimate of the bond part, but the constant requires the true difference.

**The barrier of the unrelaxed kink.** The energy varies as $A\cos2\pi\xi$ with $A=A_{\rm reg}+A_{\rm bond}$, apart from harmonics that are exponentially smaller. The energy at $\xi=0$ minus that at $\xi=\frac12$ is $2A$:

$$\frac{B_{\rm rigid}}{\varepsilon}=32\left[\pi^2-\operatorname{Cin}(2\pi)+\frac{h^2}{12}+\dots\right]e^{-\pi^2w/a}.\tag{23}$$

The leading constant is 237.8. Direct summation at $w/a=6$ gives, after multiplication by $e^{\pi^2w/a}$, a registry part of 315.83 and a bond part of $-77.93$. Their sum is 237.90. The excess over 237.82 agrees with $32h^2/12=0.07$.

If $V_0$ is held fixed while $w/a$ is changed through $\kappa$, then (2) gives $\varepsilon=V_0w^2/(2a^2)$. The barrier in electronvolts then carries an additional factor $(w/a)^2$, which does not alter the exponential.

**Where the exponent comes from.** The functions in (8) have their nearest poles at $y=\pm i\pi/2$, a distance $\pi w/2$ from the real $x$ axis. At the lattice wavenumber this gives

$$\exp\left(-\frac{2\pi}{a}\,\frac{\pi w}{2}\right)=e^{-\pi^2w/a}.\tag{24}$$

More generally, if a single singularity on each side lies nearest to the real axis, at distance $d$, the exponential is $e^{-2\pi d/a}$. Several singularities at the same distance can interfere. The first harmonic, and with it the energy difference between the two centrings, then changes sign with width and vanishes at particular widths. At those widths a much smaller barrier remains, set by the second harmonic. The exponential factor in (24) vanishes faster than any power of $h$ as $h\to0$, so a gradient expansion carried to a finite power of $h$ assigns the same energy to both positions.

Two conditions enter. The kink must be wide, since at $w\approx a$ the continuum shape is not a controlled starting point. The profile must also be analytic near the real axis. If the registry force jumps at some $\phi$ inside the kink, $\phi''$ jumps on the real axis. Integration by parts then gives a transform that falls as a power of $k$, and the argument for an exponential fails.

## 2. Relaxation, and a domain wall in bilayer MoS₂

**Symbols and results carried over.** The chain has site spacing $a$, spring stiffness $\kappa$, slip period $b$ and registry height $V_0$; the slip angle is $\phi=2\pi u/b$. The energy unit is $\varepsilon=\kappa b^2/4\pi^2$, and $h=a/w$ with $h^2=V_0/2\varepsilon$. In the variable $y=x/w$ the continuum kink is $\phi_0=4\arctan e^y$. The lattice equation is (5). The unrelaxed kink has the barrier (23), with leading constant 237.8 and exponential $e^{-\pi^2/h}$, which comes from the pole at $y_0=i\pi/2$.

The sampled function $\phi_0$ does not solve the lattice equation. The physical barrier $B$ is the energy difference between two relaxed stationary chains, one centred on a site and one centred on a bond. It is not obvious that relaxation leaves the exponential alone: the barrier is exponentially small, while the correction to the shape is of order $h^2$.

For a wide kink that keeps its continuum shape, the lattice barrier is proportional to $e^{-\pi^2w/a}$, with a leading constant of 237.8 in units of $\varepsilon$. It remains to find how relaxation affects the exponential and the constant, and to apply the result to a domain wall in bilayer MoS₂.
